# Why Interstitial Well Depths Drop Out of Steady Oxidant Permeation, part 1

(Sections cited here and not found follow in the second part.)

## One cage between two gases

Consider a membrane one cage thick. A cage can hold an oxidant molecule. One opening, or mouth, leads to the feed gas on the left, and another leads to a vacuum on the right. The cage is nearly always empty, so its mean occupancy \(n\) is much smaller than one and molecules do not obstruct one another.

Suppose first that both mouths open to the feed gas. In equilibrium the cage has a small occupancy \(K\), and molecules cross the left mouth \(g_1\) times per second in each direction and the right mouth \(g_2\) times per second in each direction. The outward rate through the left mouth is an occupancy times an escape rate, so the escape rate of a molecule in the cage must be \(g_1/K\). Likewise it is \(g_2/K\) through the right mouth.

Now put the vacuum back on the right. Entry from the left still occurs at the rate \(g_1\), because the gas there has not changed. Hence

\[
\frac{dn}{dt}=g_1-\frac{g_1+g_2}{K}\,n .
\]

In the steady state \(n=Kg_1/(g_1+g_2)\), and the flux to the right is

\[
J=\frac{g_2}{K}\,n=\frac{g_1g_2}{g_1+g_2}.
\]

The equilibrium occupancy has cancelled. A deeper well holds more molecules and releases each of them more slowly, by the same factor. If the cage starts empty, the solution is

\[
n(t)=\frac{Kg_1}{g_1+g_2}\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{K}{g_1+g_2}.
\]

The time needed to reach the steady state is proportional to \(K\). Steady flux and transient therefore respond differently to the well.

This argument assumed that \(g_1\) and \(g_2\) do not depend on the well. That has to be shown, and the condition under which it is true has to be found.

## Equilibrium occupancy of a well

Take a rigid network of cages \(i\). The potential energy of a molecule at the bottom of well \(i\) is \(E_i\), measured from a gas molecule at rest far from the solid. Neighbouring cages \(i\) and \(j\) are joined by a saddle of energy \(S_{ij}=S_{ji}\), measured from the same zero. These are the absolute energies. The barrier seen from cage \(i\) is the difference \(S_{ij}-E_i\).

The molecule's centre of mass is treated classically, and its rotation is taken to be the same in the gas and in the solid, so that rotational factors cancel. For an ideal gas at pressure \(p\) and temperature \(T\), the mean number of molecules per phase-space volume \(h^3\) is

\[
\zeta\,e^{-H/k_BT},\qquad \zeta=\frac{p\lambda^3}{k_BT},\qquad \lambda=\frac{h}{\sqrt{2\pi mk_BT}},
\]

where \(H\) is the centre-of-mass energy and \(m\) the molecular mass. The prefactor is correct because integrating over momentum gives \((2\pi mk_BT)^{3/2}/h^3=\lambda^{-3}\), and \(\zeta\lambda^{-3}=p/k_BT\) is the ideal-gas density. In equilibrium the same expression holds inside the solid, provided the occupancy is small.

Let the well be harmonic and isotropic with angular frequency \(\omega_i\). The position integral is \((2\pi k_BT/m\omega_i^2)^{3/2}\), so

\[
K_i=\zeta\,\frac{(2\pi mk_BT)^{3/2}}{h^3}\left(\frac{2\pi k_BT}{m\omega_i^2}\right)^{3/2}e^{-E_i/k_BT}
=\zeta\left(\frac{k_BT}{\hbar\omega_i}\right)^3e^{-E_i/k_BT}.
\tag{1}
\]

The last step uses \(2\pi k_BT/(h\omega_i)=k_BT/(\hbar\omega_i)\). Both the depth and the curvature of the well enter \(K_i\).

## Equilibrium crossing rate of a saddle

The rate at which molecules cross the dividing plane at a saddle in one direction follows from the same phase-space density. Near the saddle the energy in the plane is \(S_{ij}+\tfrac12m\omega_s^2\rho^2\), where \(\rho\) is the distance from the axis. Each phase-space element contributes its density times the normal velocity \(p_n/m\), for \(p_n>0\). Three integrals are needed:

\[
\int_0^\infty\frac{p_n}{m}e^{-p_n^2/2mk_BT}dp_n=k_BT,
\]

the two transverse momenta give \(2\pi mk_BT\), and the transverse positions give \(2\pi k_BT/(m\omega_s^2)\). Their product, multiplied by \(\zeta/h^3\), is

\[
g_{ij}=\zeta\,\frac{k_BT}{h}\left(\frac{k_BT}{\hbar\omega_s}\right)^2e^{-S_{ij}/k_BT}.
\tag{2}
\]

No property of either well appears. The reason is that an equilibrium density at the saddle depends on the energy there, and not on the energies of the places from which molecules arrive.

Transition-state theory adds two assumptions. A molecule in a cage is thermalized before it leaves, and every crossing counts as a completed hop. If cage \(i\) has occupancy \(n_i\) instead of \(K_i\), the stream leaving it is then scaled by \(n_i/K_i\). The hop rate per molecule is

\[
k_{ij}=\frac{g_{ij}}{K_i}=\frac{\omega_i^3}{2\pi\omega_s^2}\,e^{-(S_{ij}-E_i)/k_BT}.
\tag{3}
\]

To check the prefactor, divide (2) by (1): \(\zeta\) cancels, and the remaining factor is \((k_BT/h)(\hbar/k_BT)\,\omega_i^3/\omega_s^2=\omega_i^3/(2\pi\omega_s^2)\).

Equation (3) shows what "fixed prefactor" must mean. The quantity to hold fixed is the saddle prefactor in (2). The hop prefactor in (3) contains \(\omega_i\) and may change when the well changes shape.

Since \(g_{ij}=g_{ji}\), equation (3) gives detailed balance,

\[
K_ik_{ij}=K_jk_{ji}.
\]

A mouth to the gas obeys the same formula. Using \(\lambda/h=1/\sqrt{2\pi mk_BT}\) in (2),

\[
g=\frac{p\lambda}{h}\,\lambda^2\left(\frac{k_BT}{\hbar\omega_s}\right)^2e^{-S/k_BT}
=\frac{p}{\sqrt{2\pi mk_BT}}\;\frac{2\pi k_BT}{m\omega_s^2}\;e^{-S/k_BT}.
\]

The first factor is the impingement rate per area from kinetic theory, the second is the thermal area of the mouth, and the third is the fraction admitted by its energy.

## Wells as capacitances, saddles as conductances

In the dilute regime the mean occupancies obey linear rate equations,

\[
\frac{dn_i}{dt}=\sum_j\left(k_{ji}n_j-k_{ij}n_i\right),
\]

with entry from and escape to the gases included. Define the local activity \(a_i=n_i/K_i\). It equals one when the cage is in equilibrium with the feed gas at pressure \(p\). A gas at pressure \(p'\) has activity \(p'/p\). By (3), \(k_{ij}n_i=g_{ij}a_i\) and \(k_{ji}n_j=g_{ij}a_j\), so

\[
K_i\frac{da_i}{dt}=\sum_jg_{ij}(a_j-a_i).
\tag{4}
\]

The sum runs over neighbouring cages and over any gas reached through a mouth. This is the equation of an electrical network in which \(a_i\) plays the part of voltage, \(g_{ij}\) of conductance and \(K_i\) of capacitance to ground. A capacitance carries no steady current.

## The steady flux

Let the left gas have activity \(a_L\) and the right gas \(a_R\). Setting the time derivative in (4) to zero removes every \(K_i\). Let \(h_i\) be the solution for \(a_L=1\), \(a_R=0\):

\[
\sum_jg_{ij}(h_j-h_i)=0,\qquad h_L=1,\quad h_R=0.
\tag{5}
\]

The solution is unique if every cage is connected to a gas by some path. To see this, let \(d_i\) be the difference of two solutions, which vanishes at both gases. Multiply its equation by \(d_i\) and sum over cages. Each bond then appears once from each end, and the two contributions combine to

\[
-\sum_{\text{bonds}}g_{ij}(d_i-d_j)^2=0 .
\]

Every term must vanish, so \(d\) is constant along each path, and it is zero at the gas. Equation (5) also says that \(h_i\) is a weighted mean of its neighbours' values, hence \(0\le h_i\le1\).

By linearity the general steady solution is \(a_i=a_R+(a_L-a_R)h_i\). The flux into the right gas, in molecules per second, is

\[
J=\sum_ig_{iR}(a_i-a_R)=G\,(a_L-a_R),\qquad G=\sum_ig_{iR}h_i.
\tag{6}
\]

Neither (5) nor (6) contains \(E_i\) or \(\omega_i\). At fixed temperature, gas pressures and saddle properties, mouths included, the steady flux is independent of all well depths and well curvatures. The occupancies \(n_i=K_ia_i\) do depend on them.

For a block of thickness \(L\) and area \(A\), define the permeability \(\Pi=GL/A\), so that the flux per area is \(\Pi(a_L-a_R)/L\). Here \(\Pi\) refers to the feed pressure; the pressure-independent coefficient is \(\Pi/p\).

## Solubility times diffusivity

On scales much larger than a cage, the concentration is \(c=sa\), where \(s\) is the sum of \(K_i\) per volume, that is, the solubility at the feed pressure. Comparing Fick's law \(-D\,dc/dx=-Ds\,da/dx\) with the definition of \(\Pi\) gives

\[
\Pi=Ds.
\tag{7}
\]

Changing the wells at fixed saddles changes \(s\) by some factor and \(D\) by its inverse.

The activation energies follow the same pattern. Take a uniform network with one well energy \(E\) and one saddle energy \(S\). From (2), \(g/p\) varies with temperature as \(T^{1/2}e^{-S/k_BT}\), because \(\lambda^3\propto T^{-3/2}\) and the remaining powers give \(T^2\). From (1), \(K/p\) varies as \(T^{1/2}e^{-E/k_BT}\). Their ratio, which sets \(D\), varies as \(e^{-(S-E)/k_BT}\). Apart from the weak factor \(T^{1/2}\), permeation measures the saddle from the gas, solution measures the well from the gas, and diffusion measures the saddle from the well.

## A disordered block

The numerical example is a block of \(6\times6\times12=432\) cages with spacing 0.50 nm, periodic sideways, at 1273 K and 1 atm, with \(k_BT=0.1097\) eV. The molecule is O\(_2\). Well energies have mean zero and standard deviation 0.08 eV; saddle energies have mean 1.35 eV and standard deviation 0.12 eV. The vibrational quanta are 10 meV in the wells and 20 meV at the saddles.

With \(\zeta=3.73\times10^{-9}\), a well at \(E=0\) has

\[
K=3.73\times10^{-9}\left(\frac{109.7}{10}\right)^3=4.93\times10^{-6},
\]

and equation (2) gives 13.5 crossings per second for a saddle at the mean energy.

Three sets of wells were compared with the same saddles: the reference set; a trapped set, in which 22 randomly chosen cages are 0.50 eV deeper; and a softened set, in which every well quantum is halved. The steady flux into vacuum was computed from the hop rates (3) and the impingement rate, without using activities. It was 47.09 molecules per second in all three cases, equal to \(G\) from (5) and (6).

## What the cancellation uses

The cancellation needs less than detailed balance. Take any linear hop rates, reversible or not, and let a change of well \(i\) divide all escape rates of that cage by one factor \(f_i\), leaving entry from the gas unchanged. Then the occupancies \(f_in_i\) solve the new steady equations, because every stream is unaltered:

\[
\frac{k_{ij}}{f_i}\,(f_in_i)=k_{ij}n_i.
\]

This was tested by multiplying one of the two hop rates over each internal saddle by a random factor, which breaks detailed balance. The flux became \(1.336\,G\) for the reference wells and \(1.336\,G\) for the trapped wells.

What supplies the common factor is the fixed absolute saddle: lowering \(E_i\) raises every barrier out of cage \(i\) by the same amount and no barrier into it. Detailed balance adds the symmetric conductances, the drive by activity differences, and zero flux at equal pressures.

If a deeper well slows some exits and not others, the cancellation generally fails. An exit into a dead-end pocket is an exception, because it carries no net steady current. In the trapped block, leaving the hop from each trap to the next layer downstream at its old rate, while slowing the other exits, gave a flux of \(3.31\,G\). It also gave \(3.12\,G\) between gases of equal pressure. Such a passive membrane would pump gas without a supply of work, so these rates cannot describe a solid in thermal equilibrium.

## Fixed barriers are a different comparison

Suppose instead that all wells are lowered by \(\delta\) while the barrier heights \(S_{ij}-E_i\) are held fixed. Every saddle, mouths included, then also falls by \(\delta\). Equation (2) multiplies all conductances by \(e^{\delta/k_BT}\), the solution of (5) is unchanged, and

\[
\frac{J'}{J}=e^{\delta/k_BT}.
\]

For \(\delta=0.1\) eV the factor is \(e^{0.1/0.1097}=2.49\). Here \(D\) stays the same and the solubility rises. Whether deeper wells affect permeation thus depends on what is held fixed, and the physical question is whether the saddles move.

# Second half: transient uptake and limits

## Symbols and results carried over

Cage \(i\) has equilibrium occupancy \(K_i\) at the feed pressure, which contains the well depth and curvature. Saddle \(ij\) has conductance \(g_{ij}=g_{ji}\), which contains no well property. With activities \(a_i=n_i/K_i\),

\[
K_i\frac{da_i}{dt}=\sum_jg_{ij}(a_j-a_i).
\]

The steady profile for \(a_L=1\), \(a_R=0\) is \(h_i\), and the steady flux is then \(G\). For a block of thickness \(L\) and area \(A\), \(\Pi=GL/A=Ds\), where \(s\) is the solubility at the feed pressure. The reference, trapped and softened blocks share the same saddles.

## The time lag

Let the network be empty at \(t=0\), when the left side is exposed to the feed gas; the right side is a vacuum. The outflow \(J_{\rm out}(t)=\sum_ig_{iR}a_i\) rises from zero to \(G\). The total amount delivered, \(Q_{\rm out}(t)\), approaches a straight line \(G(t-t_{\rm lag})\). The lag can be found without solving the time-dependent problem.

Let \(w_i=1-h_i\). It satisfies the same steady equations as \(h_i\), with \(w_L=0\) and \(w_R=1\). Consider the weighted inventory

\[
W(t)=\sum_iK_iw_ia_i(t).
\]

Its rate of change follows from the network equation. Separating the bonds between cages from those to the gases,

\[
\frac{dW}{dt}=\sum_{i,j}w_ig_{ij}(a_j-a_i)+\sum_iw_i\left[g_{iL}(1-a_i)-g_{iR}a_i\right],
\tag{8}
\]

where \(i\) and \(j\) are now both cages. In the term \(w_ig_{ij}a_j\), exchange the summation labels and use \(g_{ij}=g_{ji}\). The first sum becomes

\[
\sum_ia_i\sum_jg_{ij}(w_j-w_i).
\]

The steady equation for \(w\), with its gas terms written out, reads

\[
\sum_jg_{ij}(w_j-w_i)+g_{iL}(0-w_i)+g_{iR}(1-w_i)=0,
\]

so the inner sum equals \(g_{iL}w_i-g_{iR}(1-w_i)\). Inserting this in (8) gives

\[
\frac{dW}{dt}=\sum_i\left[g_{iL}w_ia_i-g_{iR}a_i+g_{iR}w_ia_i+g_{iL}w_i-g_{iL}w_ia_i-g_{iR}w_ia_i\right].
\]

Four terms cancel in pairs. What remains is

\[
\frac{dW}{dt}=\sum_ig_{iL}(1-h_i)-\sum_ig_{iR}a_i=G-J_{\rm out}(t).
\]

The first sum is the steady inflow, which equals the steady outflow \(G\) because nothing accumulates. Integrating from the empty state, where \(W=0\),

\[
Q_{\rm out}(t)=Gt-W(t).
\]

At long times \(a_i\to h_i\), and therefore

\[
t_{\rm lag}=\frac1G\sum_iK_ih_i(1-h_i).
\tag{9}
\]

For the single cage, \(h=g_1/(g_1+g_2)\) and \(G=g_1g_2/(g_1+g_2)\), so (9) gives \(K/(g_1+g_2)\), the time constant \(\tau\) found at the start.

With the saddles fixed and the cages nearly empty, the steady flux does not depend on the wells, while the time lag (9) does, through the occupancies \(K_i\). It remains to apply this result to uptake, thick films and a growing oxide, and to examine what happens when cages become crowded or saddles move with their wells.
